# Overtone and combination-band anharmonicity of two strongly coupled identical carbonyl stretches

If the anharmonicity of one carbonyl group is assigned unchanged to each normal mode of a symmetric, strongly coupled dicarbonyl, the overtones come out too low. For a local anharmonicity of 25 cm⁻¹ the error is about 12.5 cm⁻¹ in each overtone. The reverse error occurs when a measured overtone shift is taken for the local anharmonicity: the local value, and the combination-band shift predicted from it, are then about half as large as they should be. Both errors misplace the excited-state bands used to identify coupled carbonyl groups.

For strong coupling, the rule is that each overtone shift is half the local anharmonicity, while the combination shift equals all of it. It is derived below, with the corrections needed when the coupling is finite, the sites differ, or the oscillators are described by coordinates.

## Model and sign conventions

Let $a^\dagger$ and $b^\dagger$ create one stretching quantum on carbonyl groups a and b, with $[a,a^\dagger]=[b,b^\dagger]=1$ and all commutators between the sites zero. Energies are in cm⁻¹, measured from the ground state. The Hamiltonian is

$$H=\varepsilon(a^\dagger a+b^\dagger b)+J(a^\dagger b+b^\dagger a)+V,$$

$$V=-\frac{\Delta}{2}\left(a^{\dagger2}a^2+b^{\dagger2}b^2\right).$$

Here $\varepsilon$ is the fundamental of one uncoupled group and $J$ transfers a quantum between groups. Since $a^{\dagger2}a^2$ has the value $n(n-1)$ in a state with $n$ quanta on a, an isolated group has

$$E_n=n\varepsilon-\frac{\Delta}{2}n(n-1).$$

Thus $E_1=\varepsilon$, $E_2=2\varepsilon-\Delta$, and $2E_1-E_2=\Delta$. This fixes the meaning of local anharmonicity. Some spectroscopic conventions use an anharmonic constant equal to $\Delta/2$; it must be doubled before use here.

A shift is defined as the sum of the two relevant fundamentals minus the two-quantum level. A positive shift therefore means a lowered level. I take $J>0$, which puts the in-phase mode above the out-of-phase mode. For $J<0$ the two modes exchange their order.

The coupling conserves the number of quanta. For harmonic coordinates $q=(a+a^\dagger)/\sqrt2$, a coupling $Kq_1q_2$ gives

$$Kq_1q_2=\frac K2(a^\dagger b+b^\dagger a+ab+a^\dagger b^\dagger).$$

The first two terms give $J=K/2$. The last two change the energy by about $2\varepsilon$ and are dropped when $|J|\ll\varepsilon$. The model also omits resonances with other vibrations.

## Transformation to normal modes

Define

$$s=\frac{a+b}{\sqrt2},\qquad d=\frac{a-b}{\sqrt2}.$$

These are independent bosonic modes, because $[s,s^\dagger]=(1+1)/2=1$, likewise for $d$, and $[s,d^\dagger]=(1-1)/2=0$. The inverse relations are $a=(s+d)/\sqrt2$ and $b=(s-d)/\sqrt2$. Substitution into the transfer terms gives

$$a^\dagger b=\tfrac12(s^\dagger s-s^\dagger d+d^\dagger s-d^\dagger d),$$

$$b^\dagger a=\tfrac12(s^\dagger s+s^\dagger d-d^\dagger s-d^\dagger d).$$

The mixed terms cancel in the sum, leaving $s^\dagger s-d^\dagger d$. In the same way $a^\dagger a+b^\dagger b=s^\dagger s+d^\dagger d$. The harmonic part is therefore

$$H_0=(\varepsilon+J)s^\dagger s+(\varepsilon-J)d^\dagger d.$$

For the anharmonic part, set $P=s^2+d^2$ and $Q=2sd$. Then $a^2=(P+Q)/2$ and $b^2=(P-Q)/2$, so

$$\begin{aligned}
a^{\dagger2}a^2+b^{\dagger2}b^2
&=\tfrac14\left[(P^\dagger+Q^\dagger)(P+Q)+(P^\dagger-Q^\dagger)(P-Q)\right]\\
&=\tfrac12(P^\dagger P+Q^\dagger Q).
\end{aligned}$$

The cross terms $P^\dagger Q$ and $Q^\dagger P$ have cancelled. Multiplication by $-\Delta/2$ gives

$$V=-\frac\Delta4(s^{\dagger2}+d^{\dagger2})(s^2+d^2)-\Delta\,s^\dagger d^\dagger sd.$$

The factor $\Delta$ in the last term comes from $(\Delta/4)Q^\dagger Q$, in which $Q^\dagger Q=4s^\dagger d^\dagger sd$.

## First-order shifts

The normalized two-quantum states are

$$|2s\rangle=\frac{s^{\dagger2}}{\sqrt2}|0\rangle,\quad
|2d\rangle=\frac{d^{\dagger2}}{\sqrt2}|0\rangle,\quad
|sd\rangle=s^\dagger d^\dagger|0\rangle.$$

The operators $P$ and $Q$ each remove two quanta. Acting on these states they give

$$P|2s\rangle=P|2d\rangle=\sqrt2|0\rangle,\qquad P|sd\rangle=0,$$

$$Q|2s\rangle=Q|2d\rangle=0,\qquad Q|sd\rangle=2|0\rangle.$$

With $V=-(\Delta/4)(P^\dagger P+Q^\dagger Q)$, the matrix elements follow:

$$\langle2s|V|2s\rangle=\langle2d|V|2d\rangle=-\frac\Delta4(\sqrt2)^2=-\frac\Delta2,$$

$$\langle sd|V|sd\rangle=-\frac\Delta4(2)^2=-\Delta,$$

$$\langle2s|V|2d\rangle=-\frac\Delta4(\sqrt2)^2=-\frac\Delta2.$$

The elements between $|sd\rangle$ and either overtone vanish. One-quantum states are annihilated by both $P$ and $Q$, so the fundamentals stay at $E_s=\varepsilon+J$ and $E_d=\varepsilon-J$.

The unperturbed two-quantum levels are $2\varepsilon+2J$, $2\varepsilon-2J$ and $2\varepsilon$. They are separated when $J\ne0$, so their first-order changes are the diagonal elements of $V$. Hence

$$\boxed{2E_s-E_{2s}=2E_d-E_{2d}=\frac\Delta2,\qquad
E_s+E_d-E_{sd}=\Delta.}$$

The off-diagonal element joins the two overtones across a gap $4J$. Neglecting it requires $\Delta\ll4|J|$, which is the meaning of strong coupling here. The complete regime is $\Delta\ll4|J|$ together with $|J|\ll\varepsilon$.

Numerical derivatives of the diagonalized levels at $\Delta=0$, with $\varepsilon=2050$ cm⁻¹ and $J=35$ cm⁻¹, give the coefficients 0.500000, 0.500000 and 1.000000.

## Why the combination band shifts more

Let $|n_a n_b\rangle$ denote a local state. Expanding the creation operators, with $a^{\dagger2}|0\rangle=\sqrt2|20\rangle$, gives

$$|2s\rangle=\tfrac12|20\rangle+\tfrac12|02\rangle+\tfrac1{\sqrt2}|11\rangle,$$

$$|2d\rangle=\tfrac12|20\rangle+\tfrac12|02\rangle-\tfrac1{\sqrt2}|11\rangle,$$

$$|sd\rangle=\tfrac1{\sqrt2}(|20\rangle-|02\rangle).$$

The anharmonic energy is $-\Delta$ when both quanta occupy one group and zero when they are on different groups. The first-order shift is therefore $\Delta$ times the probability of double occupation. That probability is $1/4+1/4=1/2$ for either overtone and $1/2+1/2=1$ for the combination state. In the combination state the two contributions to $|11\rangle$ have opposite signs and cancel.

The combination band thus carries the full local anharmonicity even though its two quanta belong to different normal modes. Different normal modes do not imply different carbonyl groups.

## Finite coupling and the weak-coupling limit

The two-quantum problem of this model can be solved without expanding in $\Delta$. The state $|sd\rangle$ changes sign when the groups are exchanged, whereas the other two do not. It cannot mix with them, and

$$E_{sd}=2\varepsilon-\Delta$$

holds for any $J$ in the model with equal sites. For the even states, use $|e\rangle=(|20\rangle+|02\rangle)/\sqrt2$ and $|11\rangle$. The transfer operator acting on $|11\rangle$ gives

$$J(a^\dagger b+b^\dagger a)|11\rangle
=J\sqrt2(|20\rangle+|02\rangle)=2J|e\rangle.$$

The matrix in the basis $|e\rangle,|11\rangle$ is

$$\begin{pmatrix}2\varepsilon-\Delta&2J\\2J&2\varepsilon\end{pmatrix}.$$

Writing $E=2\varepsilon+\lambda$ turns its determinant condition into $\lambda(\lambda+\Delta)-4J^2=0$. The solutions are

$$E_\pm=2\varepsilon-\frac\Delta2\pm R,\qquad
R=\sqrt{4J^2+\frac{\Delta^2}{4}}.$$

For $J>0$, $E_+$ is the $2s$ level and $E_-$ the $2d$ level. Subtracting them from $2\varepsilon+2J$ and $2\varepsilon-2J$ gives

$$\delta_{2s}=\frac\Delta2+2J-R,\qquad
\delta_{2d}=\frac\Delta2-2J+R.$$

At strong coupling, $R=2J\sqrt{1+\Delta^2/(16J^2)}\simeq2J+\Delta^2/(16J)$. Therefore

$$\delta_{2s}\simeq\frac\Delta2-\frac{\Delta^2}{16J},\qquad
\delta_{2d}\simeq\frac\Delta2+\frac{\Delta^2}{16J}.$$

Relative to $\Delta/2$, the correction is $\Delta/(8J)$. The two overtones repel each other, which raises the upper one and lowers the lower one.

In the opposite limit, $J\to0$, $R\to\Delta/2$. The shifts become $\delta_{2s}\to0$ and $\delta_{2d}\to\Delta$. The upper even state has become $|11\rangle$, with one quantum on each group, and the lower one has become $|e\rangle$, with both quanta on one group. The labels $2s$ and $2d$ then merely continue the strong-coupling names.

The sum of the three shifts does not depend on $J$. The two-quantum energies sum to the matrix trace $6\varepsilon-2\Delta$, and the corresponding sums of fundamentals add to $6\varepsilon$. The difference is $2\Delta$.

## Worked example in the regime of a rhodium precursor

Take $\varepsilon=2050$ cm⁻¹, $J=35$ cm⁻¹ and $\Delta=25$ cm⁻¹. The fundamentals are

$$E_s=2050+35=2085\ \text{cm}^{-1},\qquad
E_d=2050-35=2015\ \text{cm}^{-1}.$$

To first order the overtone shifts are $25/2=12.5$ cm⁻¹, or 1.55 meV, and the combination shift is 25 cm⁻¹, or 3.10 meV. The ratio $\Delta/(4J)=25/140=0.179$, about twice the amplitude $\Delta/(8J)=0.089$ with which the two overtones mix, is small enough for the expansion to be useful, but not negligible. The second-order correction is $25^2/(16\times35)=1.12$ cm⁻¹, about 9% of $\Delta/2$.

The closed formula has $R=\sqrt{70^2+12.5^2}=71.11$ cm⁻¹. The resulting levels are

- $E_{2s}=4100-12.5+71.11=4158.61$ cm⁻¹, with shift 11.39 cm⁻¹;
- $E_{2d}=4100-12.5-71.11=4016.39$ cm⁻¹, with shift 13.61 cm⁻¹;
- $E_{sd}=4100-25=4075$ cm⁻¹, with shift 25 cm⁻¹.

An excited-state absorption starts from a one-quantum level, so its position is a difference of levels. After excitation of $s$, the transition to $2s$ lies at $4158.61-2085=2073.61$ cm⁻¹ and that to $sd$ at $4075-2085=1990$ cm⁻¹. After excitation of $d$, the transitions to $2d$ and $sd$ lie at 2001.39 and 2060 cm⁻¹. The two transitions to $sd$ are each 25 cm⁻¹ below the fundamental of the mode that receives the second quantum.

With $\varepsilon$ and $\Delta$ held fixed, changing $J$ shows the range of the rule. At $J=200$ cm⁻¹ the $2d$ and $2s$ shifts are 12.70 and 12.30 cm⁻¹. At $J=2$ cm⁻¹ they are 21.62 and 3.38 cm⁻¹, far from equal halves. The combination shift is 25 cm⁻¹ in both cases.

## Unequal sites and intersite anharmonicity

Let the local fundamentals be $\varepsilon+\delta/2$ on a and $\varepsilon-\delta/2$ on b. The normal modes are then

$$u=a\cos\theta+b\sin\theta,\qquad
l=-a\sin\theta+b\cos\theta,$$

with $\tan2\theta=2J/\delta$. The double-occupation probability in $|2u\rangle$ or $|2l\rangle$ is

$$\cos^4\theta+\sin^4\theta=1-2\cos^2\theta\sin^2\theta=1-\frac S2,$$

where

$$S=\sin^22\theta=\frac{4J^2}{4J^2+\delta^2}.$$

For the combination state, the product $u^\dagger l^\dagger$ contains $-\cos\theta\sin\theta\,(a^{\dagger2}-b^{\dagger2})$. Each doubly occupied state therefore has amplitude of magnitude $\sqrt2\cos\theta\sin\theta$, and their total probability is $4\cos^2\theta\sin^2\theta=S$. To first order in $\Delta$,

$$\delta_{2u}=\delta_{2l}=\Delta\left(1-\frac S2\right),\qquad
\delta_{ul}=\Delta S.$$

Equal sites have $S=1$ and recover the rule. For $\delta$ much larger than both $2|J|$ and $\Delta$, $S\to0$: the modes are local, each overtone has the full shift, and the combination has none.

A mismatch of 10 cm⁻¹ with $J=35$ cm⁻¹ gives $S=4900/5000=0.98$. The first-order overtone shift is $25(1-0.49)=12.75$ cm⁻¹ and the combination shift is 24.5 cm⁻¹. Diagonalization, which also includes the mixing of the two overtones with each other and with the combination state, gives 13.89, 11.61 and 24.50 cm⁻¹ for the lower overtone, upper overtone and combination.

A second departure is an intersite energy $-X a^\dagger a\,b^\dagger b$. It acts on $|11\rangle$ but not on $|20\rangle$ or $|02\rangle$. For equal, strongly coupled sites the $|11\rangle$ probabilities are $1/2$, $1/2$ and $0$, so each overtone shift gains $X/2$ and the combination shift gains nothing. The sum of the three shifts becomes $2\Delta+X$.

## Effect of a coordinate coupling

When the coupling acts through the coordinates, an intersite term arises even when none is inserted by hand. Consider two Morse oscillators with reduced coordinates and potential

$$\frac{\omega}{2\alpha^2}(1-e^{-\alpha q})^2
=\omega\left(\frac{q^2}{2}-\frac{\alpha q^3}{2}+\cdots\right).$$

Their levels are $\omega(n+\frac12)-\frac12\omega\alpha^2(n+\frac12)^2$. The first two excitation energies are $\omega-\omega\alpha^2$ and $2\omega-3\omega\alpha^2$, hence $\Delta=\omega\alpha^2$ and $\varepsilon=\omega-\Delta$.

The mean force in a stationary state is zero. To leading order in $\alpha$ this gives $\langle q\rangle=\frac32\alpha\langle q^2\rangle=\frac32\alpha(n+\frac12)$. Each quantum thus lengthens the mean coordinate by $\eta=3\alpha/2$. For coupling $Kq_1q_2$, the product of the mean positions is

$$K(q_{00}+n_a\eta)(q_{00}+n_b\eta).$$

Its $n_an_b$ part is $K\eta^2n_an_b$. Comparison with $-Xn_an_b$ gives

$$X=-K\eta^2\simeq-\frac{9J\Delta}{2\omega},$$

where $K\simeq2J$ and $\alpha^2=\Delta/\omega$ were used. For $J>0$ this reduces the mean overtone shift. Relative to $\Delta/2$, the reduction is about $9J/(2\omega)$, so it vanishes as $J/\omega\to0$. It is the largest term of this order but not the only one. The two-quantum position element has $q_{02}^2\simeq\alpha^2/8$, so $|20\rangle$ and $|02\rangle$ are joined by $Kq_{02}^2\simeq J\Delta/(4\omega)$. This adds $J\Delta/(4\omega)$ to the combination shift and subtracts $J\Delta/(8\omega)$ from each overtone shift. A coupling through the momenta has no such mean-position term, because the mean momentum in a stationary state is zero. This does not make the ladder model exact for momentum coupling: other matrix elements, such as those that change one oscillator by two quanta, can still alter the shifts.

For the example, the estimate is $X\simeq-4.5\times35\times25/2075=-1.90$ cm⁻¹. The computed mean positions give $X=-1.94$ cm⁻¹, and therefore $X/2=-0.97$ cm⁻¹. Diagonalization of the coupled Morse pair, with $K=J/q_{01}^2=69.6$ cm⁻¹ and including terms that change the number of quanta, gives shifts of 12.95, 10.06 and 25.21 cm⁻¹ for $2d$, $2s$ and $sd$. The mean overtone shift is 1.00 cm⁻¹ below 12.5 cm⁻¹, close to the mean-position estimate. The term $Kq_{02}^2=0.11$ cm⁻¹ supplies about half of the 0.21 cm⁻¹ change in the combination shift. The remaining differences from the ladder model have not been separated into individual terms. Increasing the basis from 8 to 12 local states per oscillator changes the shifts by less than $10^{-8}$ cm⁻¹.

In a case closer to the limit, with $J/\varepsilon=0.002$ and $\Delta/\varepsilon=0.0001$, the Morse shifts divided by $\Delta$ are 0.4994, 0.4911 and 1.0006. The half-and-whole rule is thus recovered to within 2% of each predicted shift without assuming conservation of quanta.

## Use for a real precursor

The example parameters are rough values for the regime of a rhodium(I) dicarbonyl deposition precursor such as Rh(acac)(CO)₂, where acac is acetylacetonate. Such a compound has two carbonyl stretching bands roughly in the 2000–2100 cm⁻¹ region, separated by some tens of cm⁻¹. The parameters are neither a fit nor a molecular calculation, and the calculated shifts are not measured ones. A solvent or surface can make the two groups unequal; a 10 cm⁻¹ mismatch lowers the combination shift by 0.5 cm⁻¹ and raises the mean overtone shift by 0.25 cm⁻¹. At a source temperature of 350 K, $k_BT$ corresponds to 243 cm⁻¹, and the Boltzmann factors of the $d$ and $s$ fundamentals are $2.5\times10^{-4}$ and $1.9\times10^{-4}$. Thermal population of these two stretches is therefore minor. Lower-frequency vibrations and accidental resonances are not represented, and a nearby resonance could invalidate the assignment.

## Implementation

For equal sites without intersite anharmonicity, obtain $J$ from half the signed splitting, $(E_s-E_d)/2$, and $\Delta$ from the combination shift. If $\Delta/(4|J|)$ is not small, use the closed overtone formulas. They were written for $J>0$; for $J<0$, replace $J$ by $|J|$ and exchange the labels $2s$ and $2d$. Equivalently, diagonalize the overtone block in the basis $|2s\rangle,|2d\rangle$:

$$\begin{pmatrix}
2\varepsilon+2J-\Delta/2&-\Delta/2\\
-\Delta/2&2\varepsilon-2J-\Delta/2
\end{pmatrix}.$$

Keeping the diagonal alone gives the first-order rule; the off-diagonal element supplies the unequal overtone shifts. Neither form includes the coordinate correction, which for a coupling $Kq_1q_2$ changes, to leading order, the combination shift by about $+J\Delta/(4\omega)$ and the mean overtone shift by about $-19J\Delta/(8\omega)$, of which $-9J\Delta/(4\omega)$ is the mean-position term. In the example this is about $-1$ cm⁻¹, as large as the second-order term. The closed formula for the $2s$ shift differs there from the Morse result by 1.3 cm⁻¹, so the closed formulas should not be trusted in that case to better than 1 to 2 cm⁻¹.

When all three shifts are known, their sum tests the parameters. A sum different from twice the combination shift signals that at least one assumption has failed: unequal sites, intersite anharmonicity, a coordinate correction or an outside resonance can each cause it. For the Morse pair the sum is $12.95+10.06+25.21=48.22$ cm⁻¹, compared with $2\Delta=50$ cm⁻¹ and with $2\Delta+X=48.06$ cm⁻¹. The sign of the difference narrows the cause. Unequal sites alone leave the sum at $2\Delta$ and lower the combination shift, so they can only make the sum larger than twice the combination shift. A smaller sum, as in the Morse pair, needs another cause, such as a negative $X$. A larger sum can be reproduced with either $\delta$ or a positive $X$; the two give somewhat different separate overtone shifts, but for a small mismatch the difference is slight. Further data, such as band intensities or spectra of related compounds, help to choose between them. The numerical output lists the levels and shifts used here.

## Table of computed values

```
local fundamental eps            2050.0 cm^-1
coupling J                       35.0 cm^-1
local anharmonicity D            25.0 cm^-1
mixing ratio D/(4J)              0.1786
fundamental d                    2015.00 cm^-1
fundamental s                    2085.00 cm^-1
level 2d, ladder model           4016.39 cm^-1
level sd, ladder model           4075.00 cm^-1
level 2s, ladder model           4158.61 cm^-1
<2s|V|2s> from operators         -12.50 cm^-1
<2s|V|2d> from operators         -12.50 cm^-1
<sd|V|sd> from operators         -25.00 cm^-1
double-site probability 2s, sd   0.500, 1.000
slope of shift 2d with D        0.500000
slope of shift 2s with D        0.500000
slope of shift sd with D        1.000000
shift 2d: first order, ladder   12.50, 13.61 cm^-1
shift 2s: first order, ladder   12.50, 11.39 cm^-1
shift sd: first order, ladder   25.00, 25.00 cm^-1
first-order overtone shift       1.550 meV
first-order combination shift    3.100 meV
second-order size D^2/(16J)      1.116 cm^-1
transition s->2s, ladder         2073.61 cm^-1
transition s->sd, ladder         1990.00 cm^-1
transition d->2d, ladder         2001.39 cm^-1
transition d->sd, ladder         2060.00 cm^-1
J=  2.0 cm^-1: shifts 2d, 2s, sd  21.62, 3.38, 25.00 cm^-1
J= 35.0 cm^-1: shifts 2d, 2s, sd  13.61, 11.39, 25.00 cm^-1
J=200.0 cm^-1: shifts 2d, 2s, sd  12.70, 12.30, 25.00 cm^-1
Morse pair: fundamentals d, s    2015.62, 2085.55 cm^-1
Morse pair: shifts 2d, 2s, sd    12.95, 10.06, 25.21 cm^-1
Morse pair: change, basis 8->12  9.7e-10 cm^-1
Morse mean overtone minus D/2    -0.999 cm^-1
mean-position X, and X/2         -1.940, -0.970 cm^-1
Morse limit shifts/D 2d, 2s, sd  0.4994, 0.4911, 1.0006
site mismatch, factor S          10.0 cm^-1, 0.9800
mismatch: shifts 2d, 2s, sd      13.89, 11.61, 24.50 cm^-1
source temperature, kT           350 K, 243.3 cm^-1
Boltzmann factors of d, s        2.53e-04, 1.90e-04
```
